**Thermodynamic factor of an fcc alloy from its Warren-Cowley parameters**

The program evaluates Φ = 1/Σα_R, where Φ is the thermodynamic factor and α_R are the Warren-Cowley parameters, including α₀ = 1. For α₁ = −0.05, α₂ = 0.04 and zero beyond, the sum is 0.64 and Φ = 1.5625. It asserts that Φ from the second difference of the free energy agrees with Φ from pair probabilities in a fully enumerated 16-site fcc cell, for one ordering and one clustering interaction. It also asserts that the correlation sum vanishes at fixed composition. Clipped Gaussian samples with the stated parameters give a counted composition variance of 0.639 ± 0.007 relative to a random alloy, in agreement with 0.64. Darken's relation is asserted against fluxes computed from chemical potentials, and gives an interdiffusion coefficient of 1.41×10⁻¹¹ cm²/s for the rough Ni-20Cr inputs. The output also sizes neglected effects, of which a third-shell parameter of ±0.005 is the largest, moving Φ to 1.32 or 1.92. Manning's vacancy-wind factor is evaluated as an estimate and is not tested.

## Check in Python

```python
"""Thermodynamic factor of an fcc alloy from its short-range order.

Result under test:  Phi = c(1-c)/(kT) * d2g/dc2 = 1 / sum_R alpha_R
  c        atomic fraction of B;  g  free energy per site
  alpha_R  Warren-Cowley parameter, 1 - P(A at R | B at 0)/(1-c), alpha_0 = 1
For alpha_1 = -0.05, alpha_2 = 0.04 and zero beyond, the sum is taken over
the fcc shells. Energies in the lattice tests are in units of kT.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import logsumexp
from scipy.stats import norm

alpha1, alpha2 = -0.05, 0.04
c = 0.20

# fcc shells, found by enumeration; primitive vectors in units of a/2
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
shells = {2: [], 4: [], 6: [], 8: []}
for n in itertools.product(range(-4, 5), repeat=3):
    r2 = int(np.sum((np.array(n) @ primitive) ** 2))
    if r2 in shells:
        shells[r2].append(n)
shell_list = [shells[key] for key in (2, 4, 6, 8)]
counts = [len(s) for s in shell_list]


def lattice_kernel(shape, onsite, values):
    """Periodic array holding one value per neighbour shell."""
    kernel = np.zeros(shape)
    kernel[0, 0, 0] = onsite
    for value, vectors in zip(values, shell_list):
        for n in vectors:
            kernel[tuple(np.mod(n, shape))] += value
    return kernel


alpha_sum = 1 + counts[0] * alpha1 + counts[1] * alpha2
phi = 1 / alpha_sum

# Spectrum alpha(k) and its closed form in cosines at random wavevectors
spectrum = np.fft.fftn(lattice_kernel((24,) * 3, 1.0, (alpha1, alpha2))).real
alpha_min, alpha_max = spectrum.min(), spectrum.max()
assert alpha_min > 0 and abs(alpha_min - alpha_sum) < 1e-12
rng = np.random.default_rng(7)
for q in rng.uniform(-np.pi, np.pi, (20, 3)):
    direct = 1.0
    for value, vectors in zip((alpha1, alpha2), shell_list):
        direct += value * np.cos(np.array(vectors) @ primitive @ q).sum()
    x, y, z = np.cos(q)
    closed = 0.76 - 0.20 * (x*y + y*z + z*x) + 0.16 * (x*x + y*y + z*z)
    assert abs(direct - closed) < 1e-12
q_X = np.array([np.pi, 0, 0])
alpha_X = 1 + sum(v * np.cos(np.array(s) @ primitive @ q_X).sum()
                  for v, s in zip((alpha1, alpha2), shell_list))
assert abs(alpha_X - alpha_max) < 1e-12

# Exact sum over all configurations of a 16-site periodic fcc cell
cell = (2, 2, 4)
sites = list(itertools.product(*[range(m) for m in cell]))
n_sites = len(sites)
states = ((np.arange(2**n_sites)[:, None] >> np.arange(n_sites)) & 1)
states = states.astype(float)
n_B = states.sum(axis=1)


def config_energy(v1, v2):
    kernel = lattice_kernel(cell, 0.0, (v1, v2))
    matrix = np.array([[kernel[tuple(np.mod(np.subtract(i, j), cell))]
                        for j in sites] for i in sites])
    return 0.5 * np.sum((states @ matrix) * states, axis=1)


def correlation_sum(prob):
    """Sum of alpha_R from conditional pair probabilities around site 0."""
    conc = prob @ n_B / n_sites
    both_B = states.T @ (prob * states[:, 0])
    prob_A_given_B = 1 - both_B / conc
    return np.sum(1 - prob_A_given_B / (1 - conc))


def open_system(energy, conc):
    """Free energy per site and probabilities at a given mean composition."""
    def weights(mu):
        w = mu * n_B - energy
        log_z = logsumexp(w)
        return np.exp(w - log_z), log_z
    mu = brentq(lambda m: weights(m)[0] @ n_B / n_sites - conc,
                -12, 12, xtol=1e-13)
    prob, log_z = weights(mu)
    return mu * conc - log_z / n_sites, prob


cell_results = []
for v1, v2 in ((0.30, -0.10), (-0.15, 0.0)):
    energy = config_energy(v1, v2)
    h = 0.002
    g_minus, g_mid, g_plus = [open_system(energy, c + s * h)[0]
                              for s in (-1, 0, 1)]
    phi_energy = c * (1 - c) * (g_plus - 2 * g_mid + g_minus) / h**2
    phi_pairs = 1 / correlation_sum(open_system(energy, c)[1])
    assert abs(phi_energy - phi_pairs) < 3e-4 * phi_pairs
    cell_results.append((phi_energy, phi_pairs))
assert cell_results[0][0] > 1 > cell_results[1][0]
# At fixed composition the full sum vanishes
fixed = np.where(n_B == 4, np.exp(-config_energy(0.30, -0.10)), 0.0)
fixed_sum = correlation_sum(fixed / fixed.sum())
assert abs(fixed_sum) < 1e-10

# Alloy samples with exactly the stated parameters: clipped Gaussian field
threshold = norm.isf(c)


def clipped_alpha(rho):
    """Warren-Cowley value produced by Gaussian correlation rho."""
    density = lambda r: (np.exp(-threshold**2 / (1 + r))
                         / (2 * np.pi * np.sqrt(1 - r * r)))
    return quad(density, 0, rho)[0] / (c * (1 - c))


rho1, rho2 = [brentq(lambda r: clipped_alpha(r) - target, -0.5, 0.5)
              for target in (alpha1, alpha2)]
box = (8, 8, 8)
box_sites = int(np.prod(box))
field_spectrum = np.fft.fftn(lattice_kernel(box, 1.0, (rho1, rho2))).real
fine_spectrum = np.fft.fftn(lattice_kernel((24,)*3, 1.0, (rho1, rho2))).real
assert field_spectrum.min() > 0 and fine_spectrum.min() > 0
n_batches, batch = 16, 1000
totals, power = [], np.zeros(box)
for _ in range(n_batches):
    noise = np.fft.fftn(rng.standard_normal((batch,) + box), axes=(1, 2, 3))
    field = np.fft.ifftn(noise * np.sqrt(field_spectrum), axes=(1, 2, 3)).real
    occupation = (field > threshold).astype(float)
    totals.append(occupation.sum(axis=(1, 2, 3)))
    transform = np.fft.fftn(occupation - c, axes=(1, 2, 3))
    power += np.sum(np.abs(transform)**2, axis=0)
totals = np.concatenate(totals)
n_samples = len(totals)
sampled_sum = totals.var(ddof=1) / (box_sites * c * (1 - c))
sampled_error = sampled_sum * np.sqrt(2 / (n_samples - 1))
pair_map = np.fft.ifftn(power).real / (n_samples * box_sites * c * (1 - c))
sampled_alpha = [np.mean([pair_map[tuple(np.mod(n, box))] for n in s])
                 for s in shell_list[:3]]
assert abs(sampled_sum - alpha_sum) < 5 * sampled_error
for found, target in zip(sampled_alpha, (alpha1, alpha2, 0.0)):
    assert abs(found - target) < 0.0015  # sampling noise

# Tail estimate: 1/alpha(k), not alpha(k), limited to two shells


def inverse_range_model(mesh):
    shape = (mesh,) * 3
    s1 = np.fft.fftn(lattice_kernel(shape, 0.0, (1, 0))).real
    s2 = np.fft.fftn(lattice_kernel(shape, 0.0, (0, 1))).real

    def real_space(p):
        return np.fft.ifftn(1 / (p[0] + p[1] * s1 + p[2] * s2)).real

    def mismatch(p):
        a = real_space(p)
        return [a[0, 0, 0] - 1, a[shell_list[0][0]] - alpha1,
                a[shell_list[1][0]] - alpha2]
    p = fsolve(mismatch, [1.1, 0.05, -0.04], xtol=1e-12)
    assert np.max(np.abs(mismatch(p))) < 1e-9
    assert np.min(p[0] + p[1] * s1 + p[2] * s2) > 0
    a = real_space(p)
    return (p[0] + 12 * p[1] + 6 * p[2],
            a[shell_list[2][0]], a[shell_list[3][0]])


phi_tail_coarse = inverse_range_model(16)[0]
phi_tail, tail_alpha3, tail_alpha4 = inverse_range_model(24)
tail_mesh_shift = phi_tail - phi_tail_coarse
assert abs(tail_mesh_shift) < 1e-4

# Interdiffusion in the regime of Ni-20Cr (rough inputs), B = Cr, A = Ni
temperature = 1273.0
kT = constants.k * temperature
D_Cr, D_Ni = 1.0e-11, 5.0e-12   # tracer diffusivities, cm2/s
hours = 100.0
D_ideal = (1 - c) * D_Cr + c * D_Ni
D_inter = D_ideal * phi
length = np.sqrt(D_inter * hours * 3600) * 1e4
length_ideal = np.sqrt(D_ideal * hours * 3600) * 1e4

# Darken relation from chemical potentials and fluxes, regular solution
w = (1 - phi) / (2 * c * (1 - c))
mu_B = lambda s: np.log(s) + w * (1 - s)**2
mu_A = lambda s: np.log(1 - s) + w * s**2
step = 1e-5
flux_B = -D_Cr * c * (mu_B(c + step) - mu_B(c - step)) / (2 * step)
flux_A = -D_Ni * (1 - c) * (mu_A(c + step) - mu_A(c - step)) / (2 * step)
D_from_flux = -(flux_B - c * (flux_A + flux_B))
assert abs(D_from_flux / D_inter - 1) < 1e-6

# Sizes of neglected effects
d_alpha3 = 0.005
phi_third_plus = 1 / (alpha_sum + counts[2] * d_alpha3)
phi_third_minus = 1 / (alpha_sum - counts[2] * d_alpha3)
d_alpha = 0.002
sum_error = (counts[0] + counts[1]) * d_alpha
phi_low, phi_high = 1 / (alpha_sum + sum_error), 1 / (alpha_sum - sum_error)
young, poisson = 150.0, 0.30    # GPa, rough hot values
misfit, lattice_nm = 0.03, 0.36  # d ln a/dc and lattice parameter, rough
biaxial = young / (1 - poisson)
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
strain_energy = lambda ez: (0.5 * lame * (ez - 2)**2 + shear * (2 + ez**2))
assert abs(minimize_scalar(strain_energy).fun / biaxial - 1) < 1e-8
site_volume = (lattice_nm * 1e-9)**3 / 4
phi_strain = 2 * misfit**2 * biaxial * 1e9 * site_volume * c * (1 - c) / kT
f0 = 0.7815                      # fcc tracer correlation factor
wind = 1 + (1 - f0) / f0 * c * (1 - c) * (D_Cr - D_Ni)**2 / (
    (c * D_Cr + (1 - c) * D_Ni) * (c * D_Ni + (1 - c) * D_Cr))

print(f"alpha_1, alpha_2 (inputs): {alpha1:.3f}, {alpha2:.3f}")
print("sites in fcc shells 1 to 4:", *counts)
print(f"shell 1 contribution: {counts[0]*alpha1:.4f}")
print(f"shell 2 contribution: {counts[1]*alpha2:.4f}")
print(f"zero-wavevector sum: {alpha_sum:.4f}")
print(f"thermodynamic factor Phi: {phi:.4f}")
print(f"minimum, maximum of alpha(k): {alpha_min:.4f}, {alpha_max:.4f}")
print(f"alpha(k) at X: {alpha_X:.4f}")
for name, (pe, pp) in zip(("ordering", "clustering"), cell_results):
    print(f"16-site cell, {name}: Phi from g {pe:.5f}, from pairs {pp:.5f}")
print(f"fixed-composition sum below 1e-10: {abs(fixed_sum) < 1e-10}")
print(f"Gaussian correlations rho_1, rho_2: {rho1:.4f}, {rho2:.4f}")
print(f"minimum of Gaussian spectrum: {fine_spectrum.min():.4f}")
print(f"samples, sites per sample: {n_samples}, {box_sites}")
print("sampled alpha_1, 2, 3:", *[f"{v:.4f}" for v in sampled_alpha])
print(f"sum from counted variance: {sampled_sum:.4f} +- {sampled_error:.4f}")
print(f"Cr fraction: {c:.2f}")
print(f"temperature: {temperature:.0f} K")
print(f"kT: {kT/constants.e:.4f} eV")
print(f"tracer diffusivity Cr (rough): {D_Cr:.2e} cm2/s")
print(f"tracer diffusivity Ni (rough): {D_Ni:.2e} cm2/s")
print(f"interdiffusivity with Phi = 1: {D_ideal:.3e} cm2/s")
print(f"interdiffusivity with Phi: {D_inter:.3e} cm2/s")
print(f"same from fluxes: {D_from_flux:.3e} cm2/s")
print(f"time: {hours:.0f} h")
print(f"diffusion length sqrt(Dt), Phi = 1: {length_ideal:.1f} um")
print(f"diffusion length sqrt(Dt), with Phi: {length:.1f} um")
print(f"trial third-shell parameter: +-{d_alpha3:.3f}")
print(f"Phi with alpha_3 positive: {phi_third_plus:.3f}")
print(f"Phi with alpha_3 negative: {phi_third_minus:.3f}")
print(f"trial error of alpha_1 and alpha_2: +-{d_alpha:.3f}")
print(f"Phi range, errors of equal sign: {phi_low:.3f} to {phi_high:.3f}")
print(f"tail model alpha_3, alpha_4: {tail_alpha3:.5f}, {tail_alpha4:.5f}")
print(f"tail model sum, Phi: {1/phi_tail:.4f}, {phi_tail:.4f}")
print(f"tail model Phi shift, mesh 16 to 24: {tail_mesh_shift:.1e}")
print(f"Young modulus (rough): {young:.0f} GPa; Poisson: {poisson:.2f}")
print(f"biaxial modulus: {biaxial:.0f} GPa")
print(f"d ln a/dc (rough): {misfit:.3f}")
print(f"lattice parameter (rough): {lattice_nm:.2f} nm")
print(f"coherency strain adds to Phi: {phi_strain:.3f}")
print(f"fcc correlation factor (input): {f0:.4f}")
print(f"Manning vacancy-wind factor: {wind:.4f}")
print("verified")
```

It prints:

```
alpha_1, alpha_2 (inputs): -0.050, 0.040
sites in fcc shells 1 to 4: 12 6 24 12
shell 1 contribution: -0.6000
shell 2 contribution: 0.2400
zero-wavevector sum: 0.6400
thermodynamic factor Phi: 1.5625
minimum, maximum of alpha(k): 0.6400, 1.4400
alpha(k) at X: 1.4400
16-site cell, ordering: Phi from g 1.47540, from pairs 1.47539
16-site cell, clustering: Phi from g 0.70923, from pairs 0.70922
fixed-composition sum below 1e-10: True
Gaussian correlations rho_1, rho_2: -0.1061, 0.0794
minimum of Gaussian spectrum: 0.2038
samples, sites per sample: 16000, 512
sampled alpha_1, 2, 3: -0.0503 0.0401 0.0000
sum from counted variance: 0.6387 +- 0.0071
Cr fraction: 0.20
temperature: 1273 K
kT: 0.1097 eV
tracer diffusivity Cr (rough): 1.00e-11 cm2/s
tracer diffusivity Ni (rough): 5.00e-12 cm2/s
interdiffusivity with Phi = 1: 9.000e-12 cm2/s
interdiffusivity with Phi: 1.406e-11 cm2/s
same from fluxes: 1.406e-11 cm2/s
time: 100 h
diffusion length sqrt(Dt), Phi = 1: 18.0 um
diffusion length sqrt(Dt), with Phi: 22.5 um
trial third-shell parameter: +-0.005
Phi with alpha_3 positive: 1.316
Phi with alpha_3 negative: 1.923
trial error of alpha_1 and alpha_2: +-0.002
Phi range, errors of equal sign: 1.479 to 1.656
tail model alpha_3, alpha_4: 0.00155, 0.00510
tail model sum, Phi: 0.6571, 1.5219
tail model Phi shift, mesh 16 to 24: -3.5e-14
Young modulus (rough): 150 GPa; Poisson: 0.30
biaxial modulus: 214 GPa
d ln a/dc (rough): 0.030
lattice parameter (rough): 0.36 nm
coherency strain adds to Phi: 0.041
fcc correlation factor (input): 0.7815
Manning vacancy-wind factor: 1.0207
verified
```
